# Spontaneous Emission Between Two Perfect Mirrors: Mode Sum and Image Dipoles

An emitter with a transition wavelength of 1 mm sits midway between two parallel perfect mirrors, its transition dipole parallel to them. At a mirror spacing of 0.40 mm its one-photon emission rate is zero. At 0.60 mm it is 4291 s$^{-1}$, more than twice the free-space rate of 2026 s$^{-1}$. If the dipole is turned perpendicular to the mirrors, the same change of spacing lowers the rate, from 3799 to 2533 s$^{-1}$. Both behaviours follow from one calculation, carried out below in two ways.

## The system and the result

The mirrors are infinite, lossless planes at $z=0$ and $z=d$, with vacuum between them. The emitter has two levels, transition angular frequency $\omega$, wavenumber $k=\omega/c=2\pi/\lambda$, and a real transition dipole $\mathbf D=D\,\mathbf e$ with $\mathbf e$ a unit vector. It sits at height $z$ inside the gap. "Parallel" ($\parallel$) and "perpendicular" ($\perp$) refer to the mirror planes. The field starts in its vacuum state, so there are no thermal photons, and the emitter is much smaller than $d$ and $\lambda$. The values of $\omega$ and $D$ are held at those of the free emitter.

With $s_n=n\lambda/(2d)$ and the free-space rate $\Gamma_0$, the result is

$$\frac{\Gamma_\perp}{\Gamma_0}=\frac{3\lambda}{4d}\Big[1+2\sum_{n\ge1,\;s_n<1}(1-s_n^2)\cos^2\frac{n\pi z}{d}\Big],\tag{1}$$

$$\frac{\Gamma_\parallel}{\Gamma_0}=\frac{3\lambda}{4d}\sum_{n\ge1,\;s_n<1}(1+s_n^2)\sin^2\frac{n\pi z}{d}.\tag{2}$$

If $d<\lambda/2$, then $s_1>1$ and both sums are empty. Hence $\Gamma_\parallel=0$ and $\Gamma_\perp=(3\lambda/4d)\Gamma_0$ at every height.

## First derivation: summing over modes

**The golden rule.** Let $\mathbf u_m(\mathbf r)$ be the transverse field modes, with frequencies $\omega_m$ and $\int|\mathbf u_m|^2d^3r=1$. The field operator is

$$\mathbf E=i\sum_m\sqrt{\frac{\hbar\omega_m}{2\varepsilon_0}}\,\big(a_m\mathbf u_m-a_m^\dagger\mathbf u_m^*\big).$$

The prefactor gives each mode an electric vacuum energy $\tfrac{\varepsilon_0}{2}\cdot\tfrac{\hbar\omega_m}{2\varepsilon_0}=\hbar\omega_m/4$, half of its zero-point energy; the magnetic field holds the other half. The coupling $-\mathbf d\cdot\mathbf E$, with $\mathbf d$ the dipole operator, creates a photon in mode $m$ with a matrix element of magnitude $\sqrt{\hbar\omega_m/2\varepsilon_0}\,|\mathbf D\cdot\mathbf u_m|$. To leading order in the coupling,

$$\Gamma=\frac{2\pi}{\hbar^2}\sum_m\frac{\hbar\omega_m}{2\varepsilon_0}|\mathbf D\cdot\mathbf u_m|^2\delta(\omega_m-\omega)=\frac{\pi\omega D^2}{\varepsilon_0\hbar}\,S,\tag{3}$$

$$S=\sum_m|\mathbf e\cdot\mathbf u_m(\mathbf r)|^2\,\delta(\omega_m-\omega).$$

Everything that depends on the surroundings is in $S$.

**Free space.** In a volume $V$ the modes are plane waves with $|\mathbf u|^2=1/V$ and two polarizations normal to the direction $\mathbf n$. The squared projections of $\mathbf e$ on the two polarizations add up to $1-(\mathbf e\cdot\mathbf n)^2$, whose average over directions is $2/3$. There are $V\,4\pi k^2dk/(2\pi)^3=Vk^2dk/(2\pi^2)$ wavevectors in $dk=d\omega/c$. Therefore

$$S_0=\frac23\cdot\frac{k^2}{2\pi^2c}=\frac{k^2}{3\pi^2c},\qquad \Gamma_0=\frac{\omega^3D^2}{3\pi\varepsilon_0\hbar c^3}.\tag{4}$$

**Modes of the gap.** Take a large lateral area $A$ with periodic boundary conditions and fields proportional to $e^{i\boldsymbol\kappa\cdot\boldsymbol\rho}$, where $\boldsymbol\rho=(x,y)$ and $\boldsymbol\kappa$ lies in the plane. The tangential electric field vanishes on both mirrors, so its dependence on height is $\sin qz$ with $q=n\pi/d$. The mode frequency obeys $\omega_m^2=c^2(\kappa^2+q^2)$.

The tangential field can point along $\hat{\mathbf z}\times\hat{\boldsymbol\kappa}$. It then has no divergence and needs no $z$ component. These are the TE modes, with $n\ge1$:

$$\mathbf u^{\rm TE}=\sqrt{\frac{2}{Ad}}\,\sin(qz)\,\hat{\mathbf z}\times\hat{\boldsymbol\kappa}\;e^{i\boldsymbol\kappa\cdot\boldsymbol\rho}.$$

It can also point along $\hat{\boldsymbol\kappa}$, with amplitude $b\sin qz$. Zero divergence then requires a normal component $g\cos qz$ with $i\kappa b-qg=0$, or $b=-iqg/\kappa$. Choosing $g$ proportional to $\kappa$ gives the TM modes:

$$\mathbf u^{\rm TM}=\sqrt{\frac{2}{Ad}}\;\frac{\kappa\cos(qz)\,\hat{\mathbf z}-iq\sin(qz)\,\hat{\boldsymbol\kappa}}{\sqrt{\kappa^2+q^2}}\;e^{i\boldsymbol\kappa\cdot\boldsymbol\rho},\qquad n\ge1.$$

The factor $\sqrt2$ arises because $\sin^2qz$ and $\cos^2qz$ average to $1/2$ over the gap. For $n=0$ the tangential field vanishes and a uniform normal field remains:

$$\mathbf u^{(0)}=\frac{1}{\sqrt{Ad}}\,\hat{\mathbf z}\,e^{i\boldsymbol\kappa\cdot\boldsymbol\rho}.$$

There is no $\sqrt2$ here, since the field does not vary with height. This branch exists at every frequency, and a parallel dipole does not couple to it.

**The sum over in-plane wavevectors.** At fixed $n$, the relation $\omega_m^2=c^2(\kappa^2+q^2)$ gives $\kappa\,d\kappa=\omega_m\,d\omega_m/c^2$, so that

$$\sum_{\boldsymbol\kappa}\delta(\omega_m-\omega)=\frac{A}{2\pi}\int_0^\infty\kappa\,d\kappa\;\delta(\omega_m-\omega)=\frac{A\omega}{2\pi c^2}=\frac{Ak}{2\pi c}\tag{5}$$

if $k>q$, and zero if $k<q$. As $k$ increases, each branch with $n\ge1$ therefore switches on as a step at $k=q$, from zero to the finite value $Aq/(2\pi c)$. The condition $k>q$ is $s_n<1$, because $q/k=n\pi/(kd)=n\lambda/(2d)=s_n$.

**Perpendicular dipole.** TE modes have no $z$ component. For TM modes at the emission frequency, $\kappa^2/(\kappa^2+q^2)=1-s_n^2$. Hence

$$S_\perp=\frac{Ak}{2\pi c}\Big[\frac1{Ad}+\frac2{Ad}\sum_{n\ge1,\;s_n<1}(1-s_n^2)\cos^2\frac{n\pi z}{d}\Big].$$

Division by $S_0$ produces the prefactor

$$\frac{k}{2\pi cd}\cdot\frac{3\pi^2c}{k^2}=\frac{3\pi}{2kd}=\frac{3\lambda}{4d},$$

which gives equation (1).

**Parallel dipole.** For each $n\ge1$, averaging over the direction of $\boldsymbol\kappa$ gives $1/2$ for the squared projection of $\mathbf e$ on either in-plane polarization. TE modes contribute weight 1 and TM modes weight $q^2/k^2=s_n^2$:

$$S_\parallel=\frac{Ak}{2\pi c}\cdot\frac{2}{Ad}\cdot\frac12\sum_{n\ge1,\;s_n<1}(1+s_n^2)\sin^2\frac{n\pi z}{d}.$$

The prefactor is again $k/(2\pi cd)$, and division by $S_0$ gives equation (2).

**Tilted dipole.** Let $\mathbf e$ make an angle $\theta$ with the mirror normal. Only the TM modes with $n\ge1$ have both a normal and a tangential component. At the emitter the tangential one carries a factor $-i$ relative to the normal one, so for real $\mathbf e$ the cross term in $|\mathbf e\cdot\mathbf u|^2$ vanishes in every mode. Therefore $\Gamma=\Gamma_\perp\cos^2\theta+\Gamma_\parallel\sin^2\theta$.

An explicit count of discrete modes in a box of side $400\lambda$ tests the step from (5) to the rates. For perpendicular, parallel and tilted dipoles it agrees with the formulas to better than 0.1% of the predicted sum.

## Second derivation: the field of the images

**From a quantum rate to a classical power.** Replace the emitter by a prescribed classical dipole $\mathbf p\,e^{-i\omega t}$, with $\mathbf p=p\,\mathbf e$ real. Its current amplitude is $-i\omega\mathbf p$, so the average power it gives to the field is

$$P=-\tfrac12{\rm Re}\big[(-i\omega\mathbf p)^*\cdot\mathbf E\big]=\frac{\omega}{2}\,{\rm Im}\,(\mathbf p\cdot\mathbf E),\tag{6}$$

with $\mathbf E$ taken at the dipole. To connect $P$ with $\Gamma$, expand the transverse part of the field as $\sum_m\alpha_m\mathbf u_m$. The wave equation $\nabla\times\nabla\times\mathbf E-k^2\mathbf E=\mu_0\omega^2\mathbf P_{\rm src}$, with $\mathbf P_{\rm src}$ the polarization density of the point dipole, projected on mode $m$, gives

$$\alpha_m=\frac{\omega^2}{\varepsilon_0}\,\frac{\mathbf u_m^*\cdot\mathbf p}{\omega_m^2-\omega^2-i0^+}.$$

The infinitesimal term selects the response that follows its source. The remaining Coulomb field is in phase with $\mathbf p$ and does no average work. The imaginary part of the fraction $1/(\omega_m^2-\omega^2-i0^+)$ is $\pi\delta(\omega_m^2-\omega^2)=\pi\delta(\omega_m-\omega)/(2\omega)$, so

$$P=\frac{\omega}{2}\cdot\frac{\omega^2}{\varepsilon_0}\cdot\frac{\pi}{2\omega}\,p^2S=\frac{\pi\omega^2p^2}{4\varepsilon_0}S.$$

Comparison with (3) shows that $P=\hbar\omega\Gamma$ when $p=2D$. For a fixed dipole, $\Gamma/\Gamma_0=P/P_0$, where $P_0$ is the power in free space. From here on no modes of the gap are needed.

**The free dipole field.** In Lorenz gauge the vector potential is $\mathbf A=-i\omega\mu_0\mathbf p\,G$ with $G=e^{ikr}/(4\pi r)$. The gauge condition fixes the scalar potential, and $\mathbf E=i\omega[\mathbf A+\nabla(\nabla\cdot\mathbf A)/k^2]$. Since $\omega^2\mu_0=k^2/\varepsilon_0$,

$$\mathbf E=\frac1{\varepsilon_0}\big[k^2\mathbf p\,G+\nabla(\mathbf p\cdot\nabla G)\big].$$

Equation (6) needs the imaginary part. With $\langle\dots\rangle$ the average over all directions $\mathbf n$,

$${\rm Im}\,G=\frac{\sin kr}{4\pi r}=\frac{k}{4\pi}\big\langle e^{ik\mathbf n\cdot\mathbf r}\big\rangle,$$

because the average is $\tfrac12\int_{-1}^1e^{ikrs}ds=\sin(kr)/(kr)$. Each gradient now produces a factor $ik\mathbf n$, and

$${\rm Im}\,(\mathbf e\cdot\mathbf E)=\frac{k^3p}{4\pi\varepsilon_0}\big\langle[1-(\mathbf e\cdot\mathbf n)^2]\,e^{ik\mathbf n\cdot\mathbf r}\big\rangle.$$

At $r=0$ the average is $2/3$, which gives the power in free space. Let $F$ be this field component at a distance $r$ along the $z$ axis, divided by its value at $r=0$. Put $s=n_z$ and $a=kr$. For $\mathbf e=\hat{\mathbf z}$ the bracket is $1-s^2$. For $\mathbf e=\hat{\mathbf x}$ its azimuthal average is $1-(1-s^2)/2=(1+s^2)/2$. Hence

$$F_\perp(a)=\frac34\int_{-1}^{1}(1-s^2)e^{ias}ds,\qquad F_\parallel(a)=\frac38\int_{-1}^{1}(1+s^2)e^{ias}ds.\tag{7}$$

Both are even in $a$ and equal 1 at $a=0$.

**Positions and signs of the images.** Let $R$ be the reflection in the plane $z=0$. Adding an image dipole $-R\mathbf p$ at the reflected point makes the total field obey $\mathbf E(R\mathbf r)=-R\mathbf E(\mathbf r)$. On the plane this forces $\mathbf E_\parallel=-\mathbf E_\parallel=0$, as a perfect mirror requires. Since $R$ reverses the $z$ component, the image keeps a perpendicular dipole and reverses a parallel one.

With two mirrors, repeated reflection gives dipoles at $2md+z$ after an even number of reflections and at $2md-z$ after an odd number, with $m$ any integer. The first set has the sign of the source. The second has sign $\sigma=+1$ for a perpendicular dipole and $\sigma=-1$ for a parallel one. All images lie outside the gap. Adding their fields at the source gives

$$\frac{\Gamma}{\Gamma_0}=\sum_{m=-\infty}^{\infty}\big[F(2kdm)+\sigma F(2kdm-2kz)\big].\tag{8}$$

The term $F(0)=1$ is the source's own radiation.

**Summing the row.** Insert (7). The sum over $m$ acts only on $e^{2ikdms}$. The Fourier series of a periodic row of delta functions reads $\sum_me^{im\phi}=2\pi\sum_n\delta(\phi-2\pi n)$. With $\phi=2kds$,

$$\sum_me^{2ikdms}=\frac{\pi}{kd}\sum_n\delta\Big(s-\frac{n\pi}{kd}\Big)=\frac{\lambda}{2d}\sum_n\delta(s-s_n),$$

where $n$ runs over all integers. The integral over $s$ stops at $\pm1$, so only $|s_n|<1$ contributes. For the perpendicular dipole,

$$\frac{\Gamma_\perp}{\Gamma_0}=\frac34\cdot\frac{\lambda}{2d}\sum_{|s_n|<1}(1-s_n^2)\big(1+e^{-2iks_nz}\big).$$

Here $ks_n=n\pi/d$. The term $n=0$ gives 2. The pair $\pm n$ gives $2+2\cos(2n\pi z/d)=4\cos^2(n\pi z/d)$ times $1-s_n^2$. Taking out a factor 2 yields equation (1). For the parallel dipole,

$$\frac{\Gamma_\parallel}{\Gamma_0}=\frac38\cdot\frac{\lambda}{2d}\sum_{|s_n|<1}(1+s_n^2)\big(1-e^{-2iks_nz}\big).$$

Now $n=0$ gives zero, and the pair $\pm n$ gives $4\sin^2(n\pi z/d)$ times $1+s_n^2$. The prefactor becomes $4\cdot3\lambda/(16d)=3\lambda/(4d)$, which is equation (2).

For a parallel dipole the series (8) converges slowly, with terms that fall only as $1/|m|$. For numerical use each term, for both orientations, was therefore multiplied by $e^{-(a/a_0)^2}$ with $a_0=2000$. This smooths the weights in $s$ with a Gaussian of variance $2/a_0^2=5\times10^{-7}$. At $d=0.2\lambda$, where the prefactor is 3.75, the weight $1-s^2$ at $s=0$ is lowered by that variance and the ratio by $1.9\times10^{-6}$. This equals the largest difference among the seven tabulated comparisons of image sums and mode sums, all with $d\ge0.2\lambda$. The lowering scales with the prefactor, so it is twice as large at $d=0.1\lambda$.

## Reading the result

**Below $\lambda/2$.** The 1/d law has a simple origin. By (5), the density of modes in the $n=0$ branch does not depend on $d$, while the squared field of each normalized mode is $1/(Ad)$. Inserting $\Gamma_0$ from (4) gives

$$\Gamma_\perp=\frac{3}{4d}\cdot\frac{2\pi c}{\omega}\cdot\frac{\omega^3D^2}{3\pi\varepsilon_0\hbar c^3}=\frac{\omega^2D^2}{2\varepsilon_0\hbar c^2d}.$$

For the parallel dipole, the images cancel the source's own radiation completely. In terms of modes, a tangential field, which must vanish on both mirrors, needs $q\ge\pi/d$, which exceeds $k$, so it cannot propagate along the gap.

**Crossing $\lambda/2$.** Just above threshold $s_1\to1$ and the prefactor is $3/2$. At the midplane $\Gamma_\parallel$ therefore jumps from 0 to $\tfrac32\cdot2\,\Gamma_0=3\Gamma_0$. The perpendicular rate has no jump, because its new term carries the weight $1-s_1^2\to0$.

**Wider gaps.** The added terms in (1) are never negative, so $\Gamma_\perp>\Gamma_0$ whenever $d<3\lambda/4$. At the midplane the $n=1$ term vanishes, and the 1/d law continues there up to $d=\lambda$. The rate is then below $\Gamma_0$ for $3\lambda/4<d<\lambda$.

For $d\gg\lambda$ at a fixed fraction $z/d$ strictly inside the gap, $\cos^2$ and $\sin^2$ average to $1/2$ over many $n$. The spacing of the $s_n$ is $\lambda/(2d)$, so the sums become integrals:

$$\frac{\Gamma_\perp}{\Gamma_0}\to\frac32\int_0^1(1-s^2)ds=1,\qquad\frac{\Gamma_\parallel}{\Gamma_0}\to\frac34\int_0^1(1+s^2)ds=1.$$

Close to one mirror, with $z\ll\lambda\ll d$, the averages are replaced by $\cos^2\to1$ and $\sin^2\to0$. The limits are then 2 and 0: a single image doubles the perpendicular rate and cancels the parallel one.

## The numbers

The example takes round parameters, $\lambda=1$ mm and $D=1000\,ea_0$, the order of magnitude for a highly excited atom. The value is rounded up: the $n\to n-1$ transitions of hydrogen near 1 mm ($n=28$ or 29) have dipoles of at most about 520 to $560\,ea_0$, so their rates in s$^{-1}$ would be at least three times smaller. The ratios to $\Gamma_0$ do not depend on $D$. The absence of thermal photons requires $k_BT\ll\hbar\omega$, with $\hbar\omega/k_B=14.4$ K here; at 300 K each mode holds about 20 thermal photons. Equation (4) gives $\Gamma_0=2026$ s$^{-1}$, a lifetime of 494 µs.

At $d=0.40$ mm the prefactor is $3/(4\times0.40)=1.875$. The perpendicular rate is $1.875\times2026=3799$ s$^{-1}$ at every height, and the parallel rate is zero.

At $d=0.60$ mm the prefactor is 1.25 and $s_1^2=(1/1.2)^2=0.694$. At the midplane

$$\frac{\Gamma_\parallel}{\Gamma_0}=1.25\times1.694=2.118,\qquad\frac{\Gamma_\perp}{\Gamma_0}=1.25,$$

or 4291 and 2533 s$^{-1}$, the values quoted at the start. At $z=d/4$ both $\sin^2$ and $\cos^2$ are $1/2$. The parallel ratio falls to 1.059, and the perpendicular one rises to $1.25\,(1+0.306)=1.632$.

At $d=0.80$ mm the midplane perpendicular rate is $0.9375\,\Gamma_0$, an instance of the dip below the free rate. The numerical output lists the remaining cases.

## What each derivation assumes

Both derivations rest on the golden rule, through (3), and on lossless surroundings. The mode sum needs a complete set of normalized modes. It can be carried over to other lossless structures whose modes are known, provided that these form a continuum around the emission frequency, and it shows where the photon goes. In a closed lossless cavity the modes are discrete and the golden rule gives no decay rate. The image sum needs flat, perfect mirrors, but it uses only the field of a free dipole and never requires the modes of the gap.

The image picture also shows where the golden rule fails. Fields from images at distance $r$ arrive after a time $r/c$, and the emitter must still be excited then. Useful distances are therefore limited to about $c/\Gamma$, or $a\lesssim\omega/\Gamma$. A row cut off at $a_0$ resolves $s$ to about $1/a_0$, so the step at $d=\lambda/2$ is blurred over a relative range of order $\Gamma/\omega$. In the example $\Gamma_0/\omega=1.1\times10^{-9}$, so this blurring is negligible at the spacings considered. For the parallel dipole the in-phase part of the image fields also grows logarithmically as $d\to\lambda/2$. At the midplane it shifts $\omega$ by about $9\,\Gamma_0$ at a relative distance of $10^{-9}$ from the threshold, which displaces the step by a relative amount near $10^{-8}$ in the example, again negligible.

Complete cancellation of the parallel rate needs every image at full strength. If each reflection weakens the field, some decay remains. Mirrors of finite extent are not covered by this calculation. The shut-off also concerns one-photon electric-dipole emission alone; other decay channels need their own calculation.

Finally, the growth as $1/d$ cannot be followed to $d\to0$. The in-phase part of the image fields, which does no work and was left out, shifts the levels. It contains terms that grow as $1/r^3$ at small distance, so $\omega$ and $D$ cannot be kept at their free values there. The emitter also ceases to be small compared with the gap.

## Computed values

```
Mode functions: Maxwell, walls and norm checked symbolically
Counted box modes / derived formula (box side 400 lam):
  d/lam=0.40 z/lam=0.13 perpendicular: 1.0000
  d/lam=0.80 z/lam=0.30 perpendicular: 1.0001
  d/lam=0.80 z/lam=0.30 parallel: 1.0006
  d/lam=0.80 z/lam=0.30 tilted 0.9 rad: 1.0004
Rates over G0, image sum | mode sum (perp, par):
  d/lam=0.200 z/d=0.30: 3.7500, 0.0000 | 3.7500, 0.0000
  d/lam=0.450 z/d=0.50: 1.6667, 0.0000 | 1.6667, 0.0000
  d/lam=0.495 z/d=0.50: 1.5152, 0.0000 | 1.5152, 0.0000
  d/lam=0.505 z/d=0.50: 1.4851, 2.9410 | 1.4851, 2.9410
  d/lam=0.700 z/d=0.25: 1.5962, 0.8090 | 1.5962, 0.8090
  d/lam=1.300 z/d=0.40: 0.9791, 0.9163 | 0.9791, 0.9163
  d/lam=2.850 z/d=0.15: 0.9231, 1.1653 | 0.9231, 1.1653
Largest difference: 1.9e-06
Midplane parallel rate just above d=lam/2: 3.0000 G0
d/lam=200.3, z/d=0.37: perp 1.0000, par 0.9978
Wavelength: 1.000 mm
Transition dipole: 1000 e a0
Angular frequency: 1.8837e+12 rad/s
Free-space rate G0: 2026.1 s^-1
Free-space lifetime: 493.6 microseconds
G0/omega: 1.08e-09
Rates in s^-1 (ratios to G0 in brackets):
  d=0.10 mm z/d=0.50: perp 15196.0 (7.5000), par 0.0 (0.0000)
  d=0.10 mm z/d=0.25: perp 15196.0 (7.5000), par 0.0 (0.0000)
  d=0.25 mm z/d=0.50: perp 6078.4 (3.0000), par 0.0 (0.0000)
  d=0.25 mm z/d=0.25: perp 6078.4 (3.0000), par 0.0 (0.0000)
  d=0.40 mm z/d=0.50: perp 3799.0 (1.8750), par 0.0 (0.0000)
  d=0.40 mm z/d=0.25: perp 3799.0 (1.8750), par 0.0 (0.0000)
  d=0.60 mm z/d=0.50: perp 2532.7 (1.2500), par 4291.4 (2.1181)
  d=0.60 mm z/d=0.25: perp 3306.5 (1.6319), par 2145.7 (1.0590)
  d=0.80 mm z/d=0.50: perp 1899.5 (0.9375), par 2641.5 (1.3037)
  d=0.80 mm z/d=0.25: perp 3057.0 (1.5088), par 1320.7 (0.6519)
Single-branch rate formula at d=0.25 mm: 6078.4 s^-1
```
